# Rytov dispersion, folded doublets and acoustic minigaps of a two-layer superlattice

## 1. Three equal gaps and a missing one

Take a periodic stack with these round model parameters.

- Layer A: density 5000 kg/m³, sound speed 5000 m/s, thickness 5 nm.
- Layer B: density 3500 kg/m³, sound speed 6000 m/s, thickness 3 nm.

Sound travelling along the stacking axis finds forbidden frequency bands near 333, 667 and 1333 GHz, each 31.99 GHz wide. Near 1000 GHz, where the sequence would put another, the gap has zero width. The layers are equally different at all these frequencies, so the impedance mismatch alone cannot decide the width of a gap. These notes derive the dispersion relation and find what else enters.

## 2. The model

The stack is infinite, with period \(d=d_A+d_B\) along \(x\). Layer \(j\) has density \(\rho_j\), sound speed \(v_j\) and elastic modulus \(C_j=\rho_jv_j^2\). The following assumptions are made.

- The medium is a linear, lossless continuum. Wavelengths are long compared with the atomic spacing, so each layer has a constant speed.
- The wave travels along \(x\) with one polarization, longitudinal or transverse, which does not mix with the others. \(C_j\) is the modulus for that polarization.
- The interfaces are sharp and perfectly bonded.

With the time factor \(e^{-i\omega t}\), the displacement \(u\) and the stress \(\sigma=Cu'\) obey

\[
-\rho\,\omega^2u=(Cu')' .
\]

Bonding makes \(u\) continuous, and balance of forces makes \(\sigma\) continuous. The useful layer constants are

\[
Z_j=\rho_jv_j,\qquad \tau_j=\frac{d_j}{v_j},\qquad \varphi_j=\omega\tau_j ,
\]

the acoustic impedance, the transit time and the phase gained in one crossing. Define also

\[
\tau=\tau_A+\tau_B,\qquad \tau_-=\tau_A-\tau_B,\qquad R=\frac{Z_B-Z_A}{Z_B+Z_A}.
\]

Positive impedances give \(|R|<1\). In the example \(\tau_A=1.0\) ps, \(\tau_B=0.5\) ps, \(Z_A=2.5\times10^7\) and \(Z_B=2.1\times10^7\) kg/(m² s), so \(R=-0.4/4.6=-0.08696\).

## 3. Rytov's relation

Inside a layer \(u''=-k^2u\) with \(k=\omega/v\), and \(Ck=\rho v^2\omega/v=\omega Z\). The solution that starts from \(u_0,\sigma_0\) at the left face is

\[
u=u_0\cos kx+\frac{\sigma_0}{\omega Z}\sin kx,\qquad
\sigma=Cu'=-\omega Z\,u_0\sin kx+\sigma_0\cos kx .
\]

At the right face \(kx=\varphi\). The pair \((u,\sigma)\) is therefore carried across the layer by

\[
M=\begin{pmatrix}\cos\varphi & \dfrac{\sin\varphi}{\omega Z}\\[2mm] -\omega Z\sin\varphi & \cos\varphi\end{pmatrix},
\qquad \det M=\cos^2\varphi+\sin^2\varphi=1 .
\]

Both components are continuous at interfaces, so one period is described by \(T=M_BM_A\). Its diagonal elements are

\[
T_{11}=\cos\varphi_B\cos\varphi_A-\frac{Z_A}{Z_B}\sin\varphi_B\sin\varphi_A,
\]
\[
T_{22}=\cos\varphi_B\cos\varphi_A-\frac{Z_B}{Z_A}\sin\varphi_B\sin\varphi_A .
\]

A Bloch wave is multiplied by \(e^{iqd}\) over a period, so \(e^{iqd}\) is an eigenvalue of \(T\). Since \(\det T=1\), the other eigenvalue is \(e^{-iqd}\). Their sum is the trace, \(2\cos qd=T_{11}+T_{22}\), which gives Rytov's relation:

\[
\boxed{\cos qd=\cos\varphi_A\cos\varphi_B-K\sin\varphi_A\sin\varphi_B,\quad
K=\frac12\left(\frac{Z_A}{Z_B}+\frac{Z_B}{Z_A}\right)}
\]

For real \(\omega\) the right side is real. If its modulus is at most 1, \(q\) is real and the wave extends through the stack. If its modulus exceeds 1, \(e^{iqd}\) is real with modulus different from 1, and the solution grows or decays from period to period. Such frequencies form the minigaps.

## 4. A form that separates transit time from mismatch

The product formulas for cosines and sines give

\[
\cos\varphi_A\cos\varphi_B=\tfrac12(\cos\omega\tau_-+\cos\omega\tau),\qquad
\sin\varphi_A\sin\varphi_B=\tfrac12(\cos\omega\tau_--\cos\omega\tau),
\]

so that

\[
\cos qd=\tfrac12(1+K)\cos\omega\tau+\tfrac12(1-K)\cos\omega\tau_- .
\]

From the definition of \(R\), \(Z_B/Z_A=(1+R)/(1-R)\). Hence

\[
K=\frac{(1-R)^2+(1+R)^2}{2(1-R^2)}=\frac{1+R^2}{1-R^2},\qquad
1+K=\frac{2}{1-R^2},\qquad 1-K=\frac{-2R^2}{1-R^2}.
\]

Multiplication by \(1-R^2\) turns Rytov's relation into

\[
(1-R^2)\cos qd=\cos\omega\tau-R^2\cos\omega\tau_- .
\]

Subtract this from \(1-R^2\), or add it to \(1-R^2\), and use \(1-\cos x=2\sin^2(x/2)\) and \(1+\cos x=2\cos^2(x/2)\):

\[
(1-R^2)\sin^2\frac{qd}{2}=\sin^2\frac{\omega\tau}{2}-R^2\sin^2\frac{\omega\tau_-}{2},
\tag{S}
\]
\[
(1-R^2)\cos^2\frac{qd}{2}=\cos^2\frac{\omega\tau}{2}-R^2\cos^2\frac{\omega\tau_-}{2}.
\tag{C}
\]

No approximation has been made. Form (S) suits the zone centre \(q=0\), and (C) suits the zone edge \(q=\pi/d\).

## 5. Equal impedances: folding without gaps

For \(R=0\) the relation is \(\cos qd=\cos\omega\tau\), even if the two speeds differ. Its solutions with \(\omega\ge0\) are

\[
\omega=\frac{|qd+2\pi m|}{\tau},\qquad m=0,\pm1,\pm2,\dots
\]

This is one straight line of speed \(d/\tau\), cut into pieces and moved into the zone \(|q|\le\pi/d\). For \(0<qd<\pi\) the folded pieces come in pairs, the folded doublets

\[
\omega=\frac{2\pi m\pm qd}{\tau},\qquad m=1,2,\dots
\]

The two members meet at \(q=0\). A contrast of speeds changes the time needed to cross a layer, but without a contrast of impedance nothing is reflected and no gap opens.

In the example \(d/\tau=8\ \text{nm}/1.5\ \text{ps}=5333\) m/s. For \(qd=0.2\pi\) the first folded doublet would lie at \((1\pm0.1)/\tau\), that is at 600.0 and 733.3 GHz. Here and below, quoted frequencies are \(\omega/2\pi\).

## 6. The long-wave speed

On the lowest branch, for small \(q\), each sine in (S) may be replaced by its argument:

\[
(1-R^2)q^2d^2=\omega^2(\tau^2-R^2\tau_-^2)
\quad\Rightarrow\quad
v_0=\frac{\omega}{q}=\frac{d\sqrt{1-R^2}}{\sqrt{\tau^2-R^2\tau_-^2}} .
\]

To see the meaning, write \(\langle\cdot\rangle\) for a thickness average. Since \(\rho_jd_j=Z_j\tau_j\) and \(d_j/C_j=\tau_j/Z_j\),

\[
d^2\langle\rho\rangle\langle 1/C\rangle=(Z_A\tau_A+Z_B\tau_B)\left(\frac{\tau_A}{Z_A}+\frac{\tau_B}{Z_B}\right)=\tau_A^2+\tau_B^2+2K\tau_A\tau_B .
\]

Expanding \(\tau^2-R^2\tau_-^2\) and dividing by \(1-R^2\) gives the same expression, because the coefficient of \(2\tau_A\tau_B\) is \((1+R^2)/(1-R^2)=K\). Hence \(v_0=(\langle\rho\rangle\langle1/C\rangle)^{-1/2}\). A long wave sees a uniform medium with the mean density and the mean compliance.

Since \(K\ge1\), \(v_0\le d/\tau\). The example gives 5315 m/s, about 0.3 % below the folded-line speed.

## 7. Where the gap edges lie

At a gap edge \(\cos qd=\pm1\), so the left side of (S) or of (C) vanishes. Let \(n=1,2,\dots\) number the gaps, with \(n\) even at the zone centre and odd at the zone edge. Write

\[
\theta=\frac{\omega\tau}{2},\qquad \beta=\frac{\tau_-}{\tau},\qquad |\beta|<1,
\]

and let \(S\) denote the sine for even \(n\) and the cosine for odd \(n\). The edges satisfy

\[
S(\theta)=sR\,S(\beta\theta),\qquad s=\pm1 .
\]

**One edge for each sign.** At an edge \(|S(\theta)|\le|R|\). Hence \(\theta\) lies within \(\alpha=\arcsin|R|\) of a zero of \(S\), and these zeros are the points \(n\pi/2\) of the chosen parity. Consider the interval \(|\theta-n\pi/2|\le\alpha\) and the function \(F_s(\theta)=S(\theta)-sR\,S(\beta\theta)\).

At the ends of the interval \(S(\theta)\) equals \(|R|\) and \(-|R|\), so \(F_s\) is non-negative at one end and non-positive at the other. A root exists. For \(R\ne0\), at any root

\[
S'(\theta)^2=1-R^2S(\beta\theta)^2>R^2\left[1-S(\beta\theta)^2\right]=R^2S'(\beta\theta)^2 ,
\]

because \(1>R^2\). The derivative \(F_s'=S'(\theta)-s\beta R\,S'(\beta\theta)\) therefore has the sign of \(S'(\theta)\), which is fixed on the interval since \(\alpha<\pi/2\). Every root is crossed in the same direction, so there is one root for each \(s\).

Between the two roots \(F_+\) and \(F_-\) have opposite signs. Their product is the right side of (S) or (C), which is then negative, so \(q\) cannot be real there. The two roots do bound a gap.

**An upper bound.** Both edges lie within \(2\alpha/\tau\) of \(\omega=n\pi/\tau\), so

\[
\Delta\omega_n\le\frac{4}{\tau}\arcsin|R| .
\]

For \(\tau_A=\tau_B\) and \(n=1\), \(\beta=0\) and the edges obey \(\cos\theta=\pm R\). The bound is then reached. At the gap centre \(\varphi_A=\varphi_B=\pi/2\), so each layer is a quarter wavelength thick.

## 8. The minigap law

Put \(\theta=n\pi/2+y\). Then \(S(\theta)=\pm\sin y\), with a sign that depends on \(n\) alone. Since both values of \(s\) occur, this sign can be absorbed in \(s\):

\[
\sin y=sR\,S(\chi+\beta y),\qquad \chi=\frac{n\pi\beta}{2}.
\]

For small \(R\), \(y\) is small. With \(\sin y=y+O(y^3)\) and \(S(\chi+\beta y)=S(\chi)+\beta yS'(\chi)+O(y^2)\), the first order is \(y=sR\,S(\chi)\). Inserting this in the next term gives

\[
y=sR\,S(\chi)+R^2\beta\,S(\chi)S'(\chi)+O(R^3),
\]

where \(s^2=1\) was used. The variables \(s\) and \(R\) enter the equation for \(y\) through their product alone. Reversing the sign of \(R\) thus exchanges the two edges. Their difference contains odd powers of \(R\), and their mean contains even powers.

**Width.** From \(\omega=2\theta/\tau\), the separation of the edges is \((2/\tau)\,2|R\,S(\chi)|\) to leading order. Because \(\tau_-=2\tau_A-\tau\),

\[
\chi=\frac{n\pi\tau_A}{\tau}-\frac{n\pi}{2}.
\]

For even \(n\), \(|\sin\chi|=|\sin(n\pi\tau_A/\tau)|\). For odd \(n\), \(|\cos\chi|\) has the same value. Therefore

\[
\boxed{\Delta\omega_n=\frac{4|R|}{\tau}\left|\sin\frac{n\pi\tau_A}{\tau}\right|+O(|R|^3)}
\]

The gap is proportional to the impedance mismatch at fixed transit times and small \(|R|\). The sine is a structure factor set by how the transit time is divided between the layers.

The mismatch can also be expressed by \(\varepsilon=|Z_B-Z_A|/\sqrt{Z_AZ_B}\). With \(\bar Z=(Z_A+Z_B)/2\) one has \(|Z_B-Z_A|=2|R|\bar Z\) and \(Z_AZ_B=\bar Z^2(1-R^2)\), so \(\varepsilon=2|R|/\sqrt{1-R^2}\). To leading order

\[
\Delta\omega_n\approx\frac{2\varepsilon}{\tau}\left|\sin\frac{n\pi\tau_A}{\tau}\right| .
\]

**Centre.** The product \(SS'\) is \(\tfrac12\sin2\chi\) for the sine and \(-\tfrac12\sin2\chi\) for the cosine, or \(\tfrac12(-1)^n\sin n\pi\beta\) for both. Since \(n\pi\beta=2\pi n\tau_A/\tau-n\pi\), the factor \((-1)^n\) cancels, and the middle of the gap is

\[
\bar\omega_n=\frac{n\pi}{\tau}+R^2\frac{\tau_-}{\tau^2}\sin\frac{2\pi n\tau_A}{\tau}+O(R^4).
\]

**Closed gaps.** If \(n\tau_A/\tau\) is an integer, then \(S(\chi)=0\), and \(y=0\) solves the edge equation for both signs. Each sign has one root, so the gap is closed for every \(|R|<1\). At that frequency \(\varphi_A\) and \(\varphi_B\) are both multiples of \(\pi\), and each layer matrix is plus or minus the unit matrix.

## 9. The example explained

Here \(\tau_A/\tau=2/3\). For \(n=3\) the structure factor is \(\sin2\pi=0\), which closes the gap at 1000 GHz. For \(n=1,2,4\) its modulus is 0.8660, and

\[
\frac{\Delta\omega_n}{2\pi}\approx\frac{4\times0.08696\times0.8660}{2\pi\times1.5\ \text{ps}}=31.96\ \text{GHz}.
\]

The exact edge equations give 31.99 GHz:

| n | lower edge (GHz) | upper edge (GHz) |
|---|---|---|
| 1 | 317.107 | 349.095 |
| 2 | 650.905 | 682.893 |
| 4 | 1317.107 | 1349.095 |

These three widths are equal beyond the small-\(R\) law. Let \(f=\omega/2\pi\). Replacing \(f\) by \(1000\ \text{GHz}-f\) changes \(\varphi_A\) to \(2\pi-\varphi_A\) and \(\varphi_B\) to \(\pi-\varphi_B\). Both products in Rytov's relation change sign, so a gap is mapped to a gap, and the first becomes the second. Adding 1000 GHz to \(f\) also reverses both products, and it takes the first gap to the fourth.

The mirror symmetry also makes the centre shifts of the first two gaps opposite. They are −0.23 and +0.23 GHz.

Now let the density of B vary at fixed speeds and thicknesses. The first gap then grows with \(R\) as follows:

| R | gap (GHz) | linear law (GHz) |
|---|---|---|
| 0.10 | 36.80 | 36.76 |
| 0.40 | 149.8 | 147.0 |
| 0.80 | 324.5 | 294.0 |

At \(R=0.4\), where \(Z_B/Z_A=2.33\), the gap exceeds the linear law by 1.9 %. At \(R=0.8\), an impedance ratio of 9, the excess is 10 %.

## 10. The gap as Bragg reflection

Let a wave of unit amplitude in medium 1 meet medium 2, with reflected and transmitted displacement amplitudes \(r_{12}\) and \(t_{12}\). Waves travelling right and left carry stresses \(+i\omega Zu\) and \(-i\omega Zu\). Continuity requires

\[
1+r_{12}=t_{12},\qquad Z_1(1-r_{12})=Z_2t_{12}
\quad\Rightarrow\quad r_{12}=\frac{Z_1-Z_2}{Z_1+Z_2}.
\]

Entering A from B gives \(+R\), and leaving A into B gives \(-R\). To first order in \(R\), one layer A embedded in B reflects

\[
r\approx R-Re^{2i\varphi_A},\qquad |r|\approx2|R\sin\varphi_A| .
\]

At \(\omega=n\pi/\tau\) the phase is \(\varphi_A=n\pi\tau_A/\tau\), so to leading order \(\Delta\omega_n=2|r|/\tau\). Reflections from successive periods differ in phase by \(2\omega\tau=2\pi n\) and add up. The structure factor describes the interference between the two faces of one layer. At a closed gap these two reflections cancel.

The same quantity sets the decay inside the gap. At \(\omega=n\pi/\tau\), put \(qd=i\kappa d\) in (S) for even \(n\), or \(qd=\pi+i\kappa d\) in (C) for odd \(n\). Either way

\[
(1-R^2)\sinh^2\frac{\kappa d}{2}=R^2S(\chi)^2,\qquad \kappa d\approx2|R\,S(\chi)| .
\]

For the open gaps of the example \(\kappa d\approx0.15\), so the amplitude falls by a factor \(e\) in roughly seven periods. With a mismatch this weak, a stack of only a few periods cannot show the fully developed gap.

## 11. The doublets with mismatch

Near the zone centre take \(n=2m\) and write \(\omega\tau=2\pi m+\delta\). Now \(\omega\tau_-/2=\chi+\beta\delta/2\) with \(\chi=m\pi\beta\), and (S) becomes

\[
(1-R^2)\sin^2\frac{qd}{2}=\sin^2\frac{\delta}{2}-R^2\sin^2\left(\chi+\frac{\beta\delta}{2}\right).
\]

Let \(qd\), \(R\) and \(\delta\) be small of the same order \(\eta\). Multiply by 4 and keep terms up to \(\eta^3\). The last sine squared must be expanded to first order in \(\delta\), as \(\sin^2\chi+\tfrac12\beta\delta\sin2\chi\). The result is

\[
\delta^2-2h\delta=D^2+O(\eta^4),\qquad h=R^2\beta\sin2\chi,\qquad D^2=(qd)^2+4R^2\sin^2\chi .
\]

Completing the square adds \(h^2=O(\eta^4)\), which is within the error. Thus \(\delta=h\pm D+O(\eta^3)\). Here \(h/\tau\) is the centre shift of section 8, and \(2|R\sin\chi|/\tau\) is half the leading-order gap. Hence

\[
\boxed{\omega_\pm\approx\bar\omega_{2m}\pm\sqrt{\left(\frac{qd}{\tau}\right)^2+\left(\frac{\Delta\omega_{2m}}{2}\right)^2}}
\]

For \(qd\) much larger than \(2|R\sin\chi|\), but still small, the straight folded lines return. If the gap is open, \(d\omega_\pm/dq=0\) at \(q=0\): the two members no longer cross, and their group velocity vanishes there.

For \(m=1\) and \(qd=0.2\pi\), the folded-line term is \(0.1/\tau=66.67\) GHz and half the gap is 15.98 GHz. The square root is 68.56 GHz and the centre is 666.90 GHz. The formula therefore gives 598.3 and 735.5 GHz, while Rytov's relation gives 598.5 and 735.3 GHz. The mismatch has widened the splitting from 133.3 to 136.8 GHz.

## 12. Range of validity

The relation of section 3 is exact for the model of section 2. At 1333 GHz the wavelength in A is \(5000/(1.333\times10^{12})\) m, or 3.75 nm. As the wavelength approaches the atomic spacing, the constant speed must be replaced by the layer's own phonon dispersion. The correction is already visible in the example. In a nearest-neighbour chain with spacing \(a\), the frequency at wave number \(k\) lies below \(vk\) by the fraction \((ka)^2/24\). For \(a=0.25\) nm this is 0.7 % in A and 0.5 % in B at 1333 GHz, which lowers the fourth gap by about 9 GHz, more than a quarter of its width. In such a chain, with the mean mass on the interface sites, the fourth gap also narrows to about 30 GHz and the third opens to about 0.1 GHz. The equal widths, the exact closure and the digits quoted in section 9 are properties of the continuum model. Oblique propagation can couple polarizations, and coupled polarizations need larger matrices. Graded interfaces and damping also lie outside the model.

The numerical check solves the wave equation by finite elements with Bloch boundary conditions, without using layer matrices. For the five lowest branches at \(qd=0.2\pi,\,0.5\pi,\,0.9\pi\), in the example and in a stack with \(R=0.5\), its frequencies agree with Rytov's relation to a relative deviation of at most \(4\times10^{-9}\). The gap edges are checked to a relative \(10^{-7}\).

## Values computed for the example and the checks

```
layer A: density 5000 kg/m^3, speed 5000 m/s, thickness 5.0 nm
layer B: density 3500 kg/m^3, speed 6000 m/s, thickness 3.0 nm
period d = 8.0 nm
impedances ZA = 2.500e+07, ZB = 2.100e+07 kg/(m^2 s)
transit times tA = 1.000, tB = 0.500, t = 1.500 ps
reflection coefficient R = -0.08696
mismatch epsilon = 0.17457
coefficient (ZA/ZB+ZB/ZA)/2 = 1.015238
folded-line speed d/t = 5333.33 m/s
long-wave speed: formula 5315.36, elements 5315.36 m/s
gaps, frequencies w/2pi in GHz:
n  n/(2t)    lower     upper     gap     linear law  elements gap
1   333.333   317.107   349.095  31.988  31.961  31.988
2   666.667   650.905   682.893  31.988  31.961  31.988
3  1000.000  1000.000  1000.000   0.000   0.000   0.000
4  1333.333  1317.107  1349.095  31.988  31.961  31.988
centre shift n=1: R^2 formula -0.2316, exact -0.2323 GHz
centre shift n=2: R^2 formula 0.2316, exact 0.2323 GHz
doublet m=1 at qd = 0.2 pi, q = 7.8540e+07 rad/m, in GHz:
  folded line, R=0: 600.000, 733.333, splitting 133.333
  doublet formula: 598.343, 735.454, splitting 137.111
  Rytov relation: 598.495, 735.331, splitting 136.837
  finite elements: 598.495, 735.331, splitting 136.837
first gap at fixed transit times, in GHz:
R     ZB/ZA   elements  linear law  ratio
0.05  1.1053    18.383    18.378  1.00028
0.10  1.2222    36.796    36.755  1.00112
0.20  1.5000    73.843    73.511  1.00452
0.40  2.3333   149.830   147.021  1.01911
0.80  9.0000   324.549   294.042  1.10375
largest relative deviation, Rytov vs elements: 3.8e-09
doublet error ratio on halving qd and R: 8.42
```
